**Intrinsic carrier density and a band-gap error**

The program tests the result that lowering the gap of an intrinsic, nondegenerate semiconductor by $\delta$ at fixed effective densities of states $N_c$ and $N_v$ multiplies its carrier density $n_i$ by $R=\exp(\delta/2k_BT)$, where $T$ is the temperature and $k_B$ the Boltzmann constant. It asserts that the formulas for $N_c$ and $N_v$ agree with explicit Boltzmann-weighted sums over plane-wave states in a periodic box. It then solves charge neutrality numerically with full Fermi–Dirac integrals and asserts that the densities, Fermi levels and ratios agree with the closed formulas; for a second set of masses and at other temperatures it asserts the ratios only. For $\delta=0.1$ eV at 300 K the output gives a ratio of 6.92, with the Fermi level moving by half the gap change. Further assertions cover the gap error that gives a factor of two, 0.036 eV, and the minority density in n-type material, which changes by $R^2=47.9$. The program also asserts that Fermi statistics lower the ratio by more than 5 percent when a gap of 0.15 eV is reduced to 0.05 eV, where the output gives 6.19, and that masses shrinking in proportion to the gap change the ratio by the derived mass factor, which gives 6.00 in the main example.

## Numerical check

```python
# Result under test: at fixed effective densities of states, lowering the gap
# of an intrinsic nondegenerate semiconductor by delta multiplies its carrier
# density by R = exp(delta / (2 k T)), about seven for 0.1 eV at 300 K.
# Symbols: Nc, Nv = effective densities of states (cm^-3); mu = Fermi level (eV)
# above the valence edge; ni = intrinsic density; masses in free-electron masses.
# Independent road: explicit sums over box states, and numerical solution of
# charge neutrality with full Fermi-Dirac integrals.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

K_EV = const.k / const.e
NODES, WEIGHTS = np.polynomial.legendre.leggauss(240)
U = 5.0 * (NODES + 1.0)          # energy from band edge = k T U^2
W = 5.0 * WEIGHTS


def band_density(mass, distance, temp):
    """Carriers per cm^3 for a band edge 'distance' eV away from mu."""
    kt = const.k * temp
    energy = kt * U**2
    dos = (2 * mass * const.m_e / const.hbar**2)**1.5
    dos = dos * np.sqrt(energy) / (2 * np.pi**2)
    occupation = expit(-(U**2 + distance / (K_EV * temp)))
    return np.sum(W * dos * occupation * 2 * kt * U) * 1e-6


def solve_neutrality(gap, m_el, m_ho, temp, donors=0.0):
    """Return mu, n, p from n = p + donors with Fermi-Dirac statistics."""
    def imbalance(mu):
        n = band_density(m_el, gap - mu, temp)
        p = band_density(m_ho, mu, temp)
        return np.log(n / (p + donors))
    mu = brentq(imbalance, -0.2, gap + 0.2, xtol=1e-14)
    return (mu, band_density(m_el, gap - mu, temp),
            band_density(m_ho, mu, temp))


def effective_dos(mass, temp):
    kt = const.k * temp
    return 2 * (mass * const.m_e * kt / (2 * np.pi * const.hbar**2))**1.5 * 1e-6


def box_sum(mass, temp, length=20e-9, nmax=18):
    """Boltzmann-weighted count of plane-wave states in a periodic box."""
    k1 = 2 * np.pi * np.arange(-nmax, nmax + 1) / length
    kx, ky, kz = np.meshgrid(k1, k1, k1, indexing="ij")
    energy = const.hbar**2 * (kx**2 + ky**2 + kz**2) / (2 * mass * const.m_e)
    return 2 * np.exp(-energy / (const.k * temp)).sum() / length**3 * 1e-6


def close(a, b, tol):
    return abs(a / b - 1) < tol


T = 300.0
gap_ref, delta = 1.1, 0.1
gap_low = gap_ref - delta
m_el, m_ho = 1.0, 0.5
donors = 1e16
kT = K_EV * T
R = np.exp(delta / (2 * kT))

# Effective densities of states against explicit state sums
Nc, Nv = effective_dos(m_el, T), effective_dos(m_ho, T)
box_c, box_v = box_sum(m_el, T), box_sum(m_ho, T)
assert close(box_c, Nc, 1e-9) and close(box_v, Nv, 1e-9)

# Boltzmann approximation: exact far from the edge, slightly high at 3 kT
assert close(band_density(m_el, 20 * kT, T), Nc * np.exp(-20), 1e-7)
boltz_excess = Nc * np.exp(-3) / band_density(m_el, 3 * kT, T) - 1
assert 0 < boltz_excess < 0.03

# Intrinsic densities and Fermi levels for both gaps
mu_ref, n_ref, p_ref = solve_neutrality(gap_ref, m_el, m_ho, T)
mu_low, n_low, p_low = solve_neutrality(gap_low, m_el, m_ho, T)
for gap, mu, n in ((gap_ref, mu_ref, n_ref), (gap_low, mu_low, n_low)):
    assert close(n, np.sqrt(Nc * Nv) * np.exp(-gap / (2 * kT)), 1e-6)
    assert abs(mu - gap / 2 - kT / 2 * np.log(Nv / Nc)) < 1e-7
ratio = n_low / n_ref
assert close(ratio, R, 1e-6)
assert 6.5 < ratio < 7.5

# Other masses and another starting gap give the same ratio
other = [solve_neutrality(g, 0.1, 2.0, T)[1] for g in (1.6, 1.5)]
ratio_other = other[1] / other[0]
assert close(ratio_other, R, 1e-6)

# Frozen Fermi level: electrons alone rise by R squared
n_frozen = band_density(m_el, gap_low - mu_ref, T)
ratio_frozen = n_frozen / n_ref
assert close(ratio_frozen, R**2, 1e-6)
mu_shift = mu_low - mu_ref
assert abs(mu_shift + delta / 2) < 1e-7

# Gap error that produces a factor of two
delta_two = 2 * kT * np.log(2)
n_two = solve_neutrality(gap_ref - delta_two, m_el, m_ho, T)[1]
assert close(n_two / n_ref, 2.0, 1e-6)

# Temperature dependence
ratios_T = {}
for temp in (250.0, 400.0, 500.0):
    pair = [solve_neutrality(g, m_el, m_ho, temp)[1] for g in (gap_ref, gap_low)]
    ratios_T[temp] = pair[1] / pair[0]
    assert close(ratios_T[temp], np.exp(delta / (2 * K_EV * temp)), 1e-4)
assert ratios_T[250.0] > ratio > ratios_T[400.0] > ratios_T[500.0]

# Minority holes in n-type material; 1e-3 allows for weak degeneracy
_, nd_ref, pd_ref = solve_neutrality(gap_ref, m_el, m_ho, T, donors)
_, nd_low, pd_low = solve_neutrality(gap_low, m_el, m_ho, T, donors)
ratio_minority = pd_low / pd_ref
assert close(nd_ref, donors, 1e-6) and close(nd_low, donors, 1e-6)
assert close(pd_ref, n_ref**2 / donors, 1e-3)
assert close(ratio_minority, R**2, 1e-5)

# Narrow gap: Fermi statistics lower the ratio
narrow = [solve_neutrality(g, m_el, m_ho, T)[1] for g in (0.15, 0.05)]
ratio_narrow = narrow[1] / narrow[0]
assert ratio_narrow < 0.95 * R

# Masses that shrink in proportion to the gap
scale = gap_low / gap_ref
n_scaled = solve_neutrality(gap_low, scale * m_el, scale * m_ho, T)[1]
ratio_scaled = n_scaled / n_ref
assert close(ratio_scaled, scale**1.5 * R, 1e-6)

print(f"Temperature: {T:.0f} K")
print(f"Reference gap: {gap_ref:.2f} eV")
print(f"Underestimated gap: {gap_low:.2f} eV")
print(f"Gap error delta: {delta:.2f} eV")
print(f"Electron mass: {m_el:.2f} free-electron masses")
print(f"Hole mass: {m_ho:.2f} free-electron masses")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Twice thermal energy 2kT: {2 * kT:.6f} eV")
print(f"Exponent delta/(2kT): {delta / (2 * kT):.4f} (no unit)")
print(f"Formula ratio R: {R:.4f} (no unit)")
print(f"Nc, formula: {Nc:.4e} cm^-3")
print(f"Nc, sum over box states: {box_c:.4e} cm^-3")
print(f"Nv, formula: {Nv:.4e} cm^-3")
print(f"Nv, sum over box states: {box_v:.4e} cm^-3")
print(f"sqrt(Nc Nv): {np.sqrt(Nc * Nv):.4e} cm^-3")
print(f"Boltzmann excess at 3kT from edge: {100 * boltz_excess:.2f} percent")
print(f"Eg/(2kT), reference gap: {gap_ref / (2 * kT):.4f} (no unit)")
print(f"Eg/(2kT), low gap: {gap_low / (2 * kT):.4f} (no unit)")
print(f"Fermi level, reference gap: {mu_ref:.5f} eV above valence edge")
print(f"Fermi level, low gap: {mu_low:.5f} eV above valence edge")
print(f"Fermi level shift: {mu_shift:.5f} eV")
print(f"ni, reference gap, numerical: {n_ref:.4e} cm^-3")
print(f"ni, low gap, numerical: {n_low:.4e} cm^-3")
print(f"Numerical ratio of ni: {ratio:.4f} (no unit)")
print(f"Ratio, masses 0.1 and 2.0, gap 1.6 to 1.5 eV: {ratio_other:.4f}")
print(f"Electron density at frozen Fermi level: {n_frozen:.4e} cm^-3")
print(f"Electron ratio at frozen Fermi level: {ratio_frozen:.3f}")
print(f"Gap error for a factor of two: {delta_two:.5f} eV")
for temp, value in ratios_T.items():
    print(f"Numerical ratio of ni at {temp:.0f} K: {value:.4f}")
print(f"Donor density: {donors:.1e} cm^-3")
print(f"Minority holes, reference gap: {pd_ref:.4e} cm^-3")
print(f"Minority holes, low gap: {pd_low:.4e} cm^-3")
print(f"Ratio of minority holes: {ratio_minority:.3f}")
print(f"ni at gap 0.15 eV: {narrow[0]:.4e} cm^-3")
print(f"ni at gap 0.05 eV: {narrow[1]:.4e} cm^-3")
print(f"Ratio, gap 0.15 to 0.05 eV: {ratio_narrow:.3f}")
print(f"Mass scale factor s: {scale:.4f}")
print(f"Prefactor change s^(3/2): {scale**1.5:.4f}")
print(f"Ratio of ni with scaled masses: {ratio_scaled:.4f}")
print("tests ok")
```

Output:

```
Temperature: 300 K
Reference gap: 1.10 eV
Underestimated gap: 1.00 eV
Gap error delta: 0.10 eV
Electron mass: 1.00 free-electron masses
Hole mass: 0.50 free-electron masses
Thermal energy kT: 0.025852 eV
Twice thermal energy 2kT: 0.051704 eV
Exponent delta/(2kT): 1.9341 (no unit)
Formula ratio R: 6.9177 (no unit)
Nc, formula: 2.5094e+19 cm^-3
Nc, sum over box states: 2.5094e+19 cm^-3
Nv, formula: 8.8721e+18 cm^-3
Nv, sum over box states: 8.8721e+18 cm^-3
sqrt(Nc Nv): 1.4921e+19 cm^-3
Boltzmann excess at 3kT from edge: 1.74 percent
Eg/(2kT), reference gap: 21.2749 (no unit)
Eg/(2kT), low gap: 19.3409 (no unit)
Fermi level, reference gap: 0.53656 eV above valence edge
Fermi level, low gap: 0.48656 eV above valence edge
Fermi level shift: -0.05000 eV
ni, reference gap, numerical: 8.5942e+09 cm^-3
ni, low gap, numerical: 5.9452e+10 cm^-3
Numerical ratio of ni: 6.9177 (no unit)
Ratio, masses 0.1 and 2.0, gap 1.6 to 1.5 eV: 6.9177
Electron density at frozen Fermi level: 4.1127e+11 cm^-3
Electron ratio at frozen Fermi level: 47.855
Gap error for a factor of two: 0.03584 eV
Numerical ratio of ni at 250 K: 10.1849
Numerical ratio of ni at 400 K: 4.2655
Numerical ratio of ni at 500 K: 3.1914
Donor density: 1.0e+16 cm^-3
Minority holes, reference gap: 7.3850e+03 cm^-3
Minority holes, low gap: 3.5341e+05 cm^-3
Ratio of minority holes: 47.855
ni at gap 0.15 eV: 8.0254e+17 cm^-3
ni at gap 0.05 eV: 4.9662e+18 cm^-3
Ratio, gap 0.15 to 0.05 eV: 6.188
Mass scale factor s: 0.9091
Prefactor change s^(3/2): 0.8668
Ratio of ni with scaled masses: 5.9962
tests ok
```
